# The kT/q Shift in the MOS Depletion Charge, part 2

We study the depletion charge per unit area, $Q$, beneath the surface of a uniformly doped p-type semiconductor with a neutral bulk. Doping is fully ionized, carriers are nondegenerate, and electrons are neglected until stated otherwise.

Depth is $x>0$, and primes denote $d/dx$. The potential $\psi$ is measured from the bulk, $N$ is the acceptor density, $p=Ne^{-u}$ the hole density, $\varepsilon$ the permittivity, and $q>0$ the elementary charge. Also $\phi=kT/q$, $u=\psi/\phi$, and $L=\sqrt{\varepsilon\phi/(qN)}$ is the Debye length. Subscript $s$ denotes the surface; $E_s=-\psi'(0)$ is the field there.

Poisson's equation is

$$\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-\psi/\phi}\right), \tag{7}$$

with $\psi(0)=\psi_s>0$ and $\psi,\psi'\to0$ as $x\to\infty$. Its first integral, with $\psi'<0$, is

$$\psi'^2=\frac{2qN}{\varepsilon}\int_0^{\psi}\left(1-e^{-v/\phi}\right)dv. \tag{8}$$

$$\psi'^2=\frac{2qN}{\varepsilon}\left[\psi-\phi+\phi e^{-\psi/\phi}\right]. \tag{10}$$

The charge is

$$|Q|=\sqrt{2q\varepsilon N\left[\psi_s-\phi+\phi e^{-\psi_s/\phi}\right]}. \tag{12}$$

For $u_s\gg1$ it follows the shifted law

$$\boxed{|Q|\simeq\sqrt{2q\varepsilon N\left(\psi_s-\frac{kT}{q}\right)}}. \tag{13}$$

The unshifted formula, from an abrupt depletion edge, is $\sqrt{2q\varepsilon N\psi_s}$. The relative excess of (12) over (13) is bounded by $e^{-u_s}/[2(u_s-1)]$, the "bound" in the computed results.

The equivalent width is

$$W=\frac{|Q|}{qN}\simeq\sqrt{\frac{2\varepsilon(\psi_s-\phi)}{qN}}. \tag{20}$$

Where $u$ is several units, the potential is a parabola whose extrapolated vertex lies at potential $\phi$:

$$\sqrt{\psi-\phi}=\sqrt{\frac{qN}{2\varepsilon}}\,(W-x),\qquad
\psi(x)\simeq\phi+\frac{qN}{2\varepsilon}(W-x)^2. \tag{21}$$

The example has $N=10^{17}\ \mathrm{cm^{-3}}$, relative permittivity 12, $T=300\ \mathrm K$ and, unless stated otherwise, $\psi_s=0.5\ \mathrm V$. Then $\phi=25.852\ \mathrm{mV}$, $u_s=19.34$, $L=13.09\ \mathrm{nm}$, $W=79.3\ \mathrm{nm}$ and $|Q|=127.06\ \mathrm{nC/cm^2}$. Numerical values without electrons come from solving (7) by finite differences.

**The shift as a dipole potential.** The connection between the tail and the missing $\phi$ can be made without approximating the profile. Multiply $\psi''$ by $x$ and integrate by parts:

$$\int_0^\infty x\psi''dx=\left[x\psi'\right]_0^\infty-\int_0^\infty\psi'dx=0-(0-\psi_s)=\psi_s.$$

The boundary term vanishes at the surface because $x=0$, and in the bulk because $\psi'$ decays exponentially. Since $\psi''=(q/\varepsilon)(N-p)$,

$$\psi_s=\frac q\varepsilon\int_0^\infty x(N-p)\,dx. \tag{22}$$

The potential drop thus depends on where the charge lies as well as on its amount.

Compare the actual distribution with a uniform step of the same charge, which contains no holes for $x<W$ and is neutral beyond. The step would have the potential drop

$$\psi_{\rm step}=\frac{q}{\varepsilon}\int_0^W xN\,dx=\frac{qNW^2}{2\varepsilon}
=\frac{Q^2}{2q\varepsilon N}. \tag{23}$$

Let $W$ now be defined by the full charge (12). Then equation (23) equals $\psi_s-\phi(1-e^{-u_s})$, and

$$\psi_s-\psi_{\rm step}=\phi\left(1-e^{-u_s}\right). \tag{24}$$

To see which charges supply this difference, let $\Delta(x)$ be the actual density of uncovered acceptors minus that of the step:

$$\Delta=\begin{cases}-p,&x<W,\\ N-p,&x>W.\end{cases}$$

The two distributions carry equal charge, so $\int_0^\infty\Delta\,dx=0$. The first moment of $\Delta$ is therefore unchanged when $x$ is replaced by $x-W$. Subtracting equation (23) from equation (22) gives

$$\psi_s-\psi_{\rm step}=\frac q\varepsilon\left[
\int_0^W(W-x)p\,dx+\int_W^\infty(x-W)(N-p)\,dx\right]. \tag{25}$$

Both integrals are positive. The first comes from holes that remain inside the equivalent edge. The second comes from acceptors outside it that the holes no longer fully neutralize. Together they form a neutral dipole layer, with positive charge on the surface side and negative charge on the bulk side. By equation (24), its potential drop is $kT/q$ when $u_s\gg1$. The tail adds no net charge relative to the step; it adds potential. At a given surface potential, less remains to support the net depletion charge.

The second integral has a direct meaning. Repeating the integration by parts from $W$ to infinity,

$$\frac q\varepsilon\int_W^\infty(x-W)(N-p)dx
=\int_W^\infty(x-W)\psi''dx=\psi(W). \tag{26}$$

It is the actual potential at the equivalent edge. The first integral supplies the rest, $\phi-\psi(W)$. In the example the two parts are 10.4 mV from the holes inside and 15.5 mV from the acceptors outside. Their sum is 25.9 mV, equal to $kT/q$ at this precision.

**What the equivalent edge means.** The potential at $W$ can be found from equation (10), which in scaled form is

$$\frac{du}{dx}=-\frac1L\sqrt{2(u-1+e^{-u})}. \tag{27}$$

Let $u_W=u(W)$. Integrating $dx$ from the surface to $W$, and using $W=L\sqrt{2(u_s-1)}$, gives

$$\int_{u_W}^{u_s}\frac{du}{\sqrt{2(u-1+e^{-u})}}=\sqrt{2(u_s-1)}
=\int_1^{u_s}\frac{du}{\sqrt{2(u-1)}}. \tag{28}$$

At large $u$ the two integrands differ by an exponentially small amount. Their contributions from that region cancel, and $u_W$ approaches a number independent of surface potential, doping and temperature. The example has $u_W=0.599$, both from the finite-difference profile and from quadrature of equation (28).

The hole density at $W$ is thus $e^{-0.599}N=0.55N$. The equivalent edge is neither the place where holes disappear nor the place where the potential vanishes. Nor is $\psi(W)$ equal to the shift $\phi$: the shift belongs to the vertex of the extrapolated parabola.

**Capacitance.** In the range of equation (13), differentiate $Q^2=2q\varepsilon N(\psi_s-\phi)$ at fixed temperature:

$$2|Q|\,d|Q|=2q\varepsilon N\,d\psi_s,$$

and therefore

$$C=\frac{d|Q|}{d\psi_s}=\frac{q\varepsilon N}{|Q|}=\frac\varepsilon W. \tag{29}$$

The familiar parallel-plate form survives, with the shifted width. Since $q\varepsilon N=Q^2/[2(\psi_s-\phi)]$, one may also write $C=|Q|/[2(\psi_s-\phi)]$. At 0.5 V this gives

$$C=\frac{127.06}{2(0.5000-0.02585)}=134.0\ \mathrm{nF/cm^2}.$$

A finite difference between two numerical charges gives the same value. The unshifted formula gives $130.5\ \mathrm{nF/cm^2}$, which is 2.6% below the numerical capacitance. Omitting the shift makes the charge too large and the capacitance too small. Squaring equation (29) gives

$$\frac1{C^2}=\frac{2(\psi_s-\phi)}{q\varepsilon N}. \tag{30}$$

A straight line fitted to $1/C^2$ against $\psi_s$ therefore extrapolates to $\psi_s=kT/q$, not to flat band, provided the fit stays where equation (13) holds: $u_s$ well above a few units, and electrons still negligible. This refers to the semiconductor capacitance and the surface potential. For the series capacitance of oxide and semiconductor plotted against gate voltage, the intercept is $\phi-q\varepsilon N/(2C_{\rm ox}^2)$ from flat band, with $C_{\rm ox}$ the oxide capacitance per area.

**Surface potential at a given gate voltage.** Let $C_{\rm ox}$ be the oxide capacitance per area and $V$ the gate voltage measured from flat band. If the charge at the interface does not change with bias, the voltage is divided as $V=\psi_s+|Q|/C_{\rm ox}$. Put $y=\sqrt{\psi_s-\phi}$ and $\gamma=\sqrt{2q\varepsilon N}/C_{\rm ox}$. Equation (13) gives

$$V-\phi=y^2+\gamma y=\left(y+\frac\gamma2\right)^2-\frac{\gamma^2}{4}.$$

Taking the root with $y>0$,

$$\psi_s=\phi+\left[\sqrt{V-\phi+\frac{\gamma^2}{4}}-\frac\gamma2\right]^2. \tag{31}$$

Let $f(V)$ be the corresponding unshifted result, obtained by setting $\phi=0$ in equation (31). Then $\psi_s=\phi+f(V-\phi)$. To first order in $\phi$ the surface potential rises by $\phi[1-f'(V)]$. Differentiating the voltage division gives $f'=1/(1+C/C_{\rm ox})$, which lies between zero and one. At fixed gate voltage the correction to $\psi_s$ is therefore a fraction of $kT/q$. The surface electron density varies as $e^{\psi_s/\phi}$, so it increases by the factor $e^{1-f'}$, between 1 and $e$, as long as the electrons add negligibly to the total charge. The gate balances the total charge, and equation (32) below shows that the electron term offsets the shift; the factor therefore falls towards 1 as $\psi_s$ approaches the value $2\phi_F$ defined there. A small correction to the charge can thus matter for a subthreshold current.

**When electrons appear.** Let $n_i$ be the intrinsic density, $n_0$ the bulk electron density, and $\phi_F=\phi\ln(N/n_i)$. Then

$$\frac{n_0}{N}\simeq\frac{n_i^2}{N^2}=e^{-2\phi_F/\phi}.$$

The electron density is $n_0e^u$. Including it, with bulk neutrality maintained, adds $(n_0/N)(e^u-1)$ to the bracket of equation (7). The integration that led to equation (10) then adds

$$\frac{n_0}{N}\left[\phi(e^u-1)-\psi\right]$$

to the bracket there. For $n_0\ll N$ and $u_s\gg1$, the total semiconductor charge becomes

$$|Q_{\rm tot}|\simeq\sqrt{2q\varepsilon N\left[\psi_s-\phi+\phi\delta\right]},\qquad
\delta=e^{(\psi_s-2\phi_F)/\phi}. \tag{32}$$

At $\psi_s=2\phi_F$, $\delta=1$ and the two thermal terms cancel. The unshifted formula then happens to give the total charge, electrons included. It does not give the depletion charge, whose magnitude is

$$|Q_d|=q\int_0^\infty(N-p)\,dx
=qN\int_0^{\psi_s}\frac{1-e^{-\psi/\phi}}{|\psi'|}\,d\psi. \tag{33}$$

At each potential the electrons increase $|\psi'|$, because $e^u-1-u>0$. They therefore reduce $|Q_d|$ below its electron-free value (12).

The size of this loss follows by writing $|\psi'|=(\phi/L)F$. Without electrons $F_0^2=2(u-1+e^{-u})$; the electrons add approximately $2\delta e^{u-u_s}$. To first order,

$$\frac1F\simeq\frac1{F_0}-\frac{\delta e^{u-u_s}}{F_0^3}.$$

The exponential confines the correction to about one unit of $u$ below $u_s$, where $1-e^{-u}\simeq1$ and $F_0$ is nearly constant. The integral of $e^{u-u_s}$ is then close to one. Since the charge itself is $qNLF_0(u_s)$, the relative loss is

$$\frac{\delta}{F_0^4(u_s)}\simeq\frac{\delta}{4(u_s-1)^2}. \tag{34}$$

For $n_i=10^{10}\ \mathrm{cm^{-3}}$, $2\phi_F=0.833\ \mathrm V$ and $u_s=32.2$ at that potential. Equation (34) gives $1/(4\times31.2^2)=0.026\%$. The numerical depletion charge is 0.027% below the shifted law, while the total charge is 1.6% above it. The shifted law thus holds well for the depletion charge up to this point.

At a surface potential 0.1 V higher, $2\delta\simeq96$ exceeds $F_0^2\simeq70$, and the first-order estimate no longer applies. The numerical depletion charge is 0.71% below the shifted law. This is about half the 1.4% effect of the shift itself. The total charge is 54% above the shifted law, so using equation (13) for it would be a gross error.

**Limits of the model.** The tail needs room to form. If a thin semiconductor film is depleted throughout, there is no neutral bulk and the boundary conditions of equation (7) do not apply. Incomplete ionization or a degenerate hole gas changes the integral in equation (8), and the constant need not remain $kT/q$. If the doping varies with depth, the charge density is no longer a function of potential alone, and equation (8) does not apply. Equation (32) treats the electrons classically. In the example the surface field at $2\phi_F$ is about $1.6\times10^5\ \mathrm{V/cm}$, so the classical electron layer $kT/(qE_s)$ is only about 1.7 nm thick. In silicon, quantum confinement at such fields lowers the electron sheet density by roughly a factor of two to three, already in weak inversion. The cancellation at $\delta=1$ and the quoted excesses of the total charge are results of the classical model.

The continuous acceptor density is itself an approximation. In the example, a cube one Debye length on a side contains on average

$$NL^3=10^{17}\,(1.309\times10^{-6})^3\simeq0.2$$

acceptors, with $N$ in $\mathrm{cm^{-3}}$ and $L$ in cm. The potential therefore fluctuates along the edge. Gauss's law still holds for lateral averages, but the average of $e^{-\psi/\phi}$ is not the exponential of the average potential. The shift by $kT/q$ is a result of the mean-field model, and its agreement with the finite-difference solution does not measure the effect of these fluctuations.

## Computed results

```
Acceptor density = 1.0e+17 cm^-3; relative permittivity = 12.0
Temperature = 300 K; intrinsic density = 1.0e+10 cm^-3
kT/q = 25.852 mV; Debye length = 13.094 nm
phi_F = 0.4167 V; 2 phi_F = 0.8334 V
Charges in nC/cm^2; errors relative to the numerical charge
psi_s = 0.1 V: numerical 50.427, shifted 50.244, unshifted 58.349
   error: shifted -0.362 %, unshifted 15.71 %; bound 0.36 %
psi_s = 0.2 V: numerical 77.003, shifted 77.001, unshifted 82.518
   error: shifted -0.003 %, unshifted 7.16 %; bound 0.0032 %
psi_s = 0.5 V: numerical 127.055, shifted 127.055, unshifted 130.473
   error: shifted -0.000 %, unshifted 2.69 %; bound 1.1e-08 %
psi_s = 0.8 V: numerical 162.348, shifted 162.348, unshifted 165.037
   error: shifted -0.000 %, unshifted 1.66 %; bound 6.1e-14 %
Shift psi_s - Q^2/(2 q eps N) at psi_s = 0.5 V
N = 1e+17 cm^-3, T = 150 K: shift 12.93 mV, kT/q 12.93 mV
N = 1e+17 cm^-3, T = 300 K: shift 25.85 mV, kT/q 25.85 mV
N = 1e+17 cm^-3, T = 450 K: shift 38.78 mV, kT/q 38.78 mV
N = 1e+16 cm^-3, T = 300 K: shift 25.85 mV, kT/q 25.85 mV
N = 1e+18 cm^-3, T = 300 K: shift 25.85 mV, kT/q 25.85 mV
Profile at psi_s = 0.5 V
Equivalent width W = 79.302 nm; unshifted width = 81.435 nm
Dipole part, holes inside W = 10.36 mV
Dipole part, acceptors outside W = 15.50 mV
Sum of dipole parts = 25.85 mV
Potential at x = W/4: numerical 0.29256 V, parabola 0.29256 V
At x = W: potential = 0.599 kT/q, p/N = 0.549
Potential at x = W from quadrature = 0.599 kT/q
Decay length of the far tail = 13.097 nm
Capacitance: numerical 133.98, shifted 133.98, unshifted 130.47 nF/cm^2
With electrons; charges in nC/cm^2
psi_s = 2 phi_F + 0.0 V = 0.8334 V: depletion 165.766, total 168.444
   shifted law 165.810; depletion is 0.027 % below it, total 1.59 % above it
psi_s = 2 phi_F + 0.1 V = 0.9334 V: depletion 174.527, total 270.240
   shifted law 175.777; depletion is 0.711 % below it, total 53.74 % above it
```
